**Functional-driven and density-driven PBE errors for one electron on two centres**

For one electron and nuclei Z_A = 1 and Z_B at distance R, the PBE error splits into ΔE_F = Δ[n] and ΔE_D = Ẽ[ñ] − Ẽ[n] ≤ 0, where Δ = U + E_xc[n,0], n is the reference (Hartree–Fock) density and ñ the PBE minimiser. With D_Z(q) the value of Δ on q times a hydrogenic density, the program asserts ΔE_F → 2D_1(½) + 1/(4R) for H2+ and ΔE_F → D_B(1) for Z_B > 1, comparing molecular calculations in an 11s4p2d Gaussian basis with radial quadrature. It also asserts the frozen-shape transfer energy W(q) at q = 0.3, the equality of W′(0) with the PBE level gap on n, the bound ΔE_D ≲ min W, and the small-λ laws for E + λΔ against the sum over states S. The reference levels are asserted against a prolate-spheroidal solution, the orbital minimiser against a pyscf UKS energy, and hand-coded PBE exchange against libxc. At R = 16 bohr the output gives ΔE_F = −85.9 mHa and ΔE_D = −4.9 mHa for H2+, but ΔE_F = 1.8 mHa and ΔE_D = −23.2 mHa for Z_B = 1.2. Z_B = 1.25 transfers charge although W′(0) > 0, Z_B = 1.5 stays localised, and the frozen-shape thresholds are Z_1 = 1.203 and Z_2 = 1.321. For Z_B = 1.2, PBE on the PBE0 density (q = 0.167 electrons on A's side of the midplane) leaves an error of −17.6 mHa, while PBE on the density with 50 % exact exchange (q ≈ 0) leaves 1.4 mHa.

## Check in Python

```python
# One spin-up electron, nuclei ZA, ZB at distance R (atomic units), orbital phi, n = phi^2.
# Exact E[n] = <phi|h|phi>; PBE: Et = E + Delta, Delta = U + Exc[n,0].
# n minimises E, nt minimises Et.  dE_F = Delta[n], dE_D = Et[nt] - Et[n] <= 0.
# q = number of electrons on A's side of the midplane between the nuclei.
# Under test, with D_Z(q) = 5Z q^2/16 + Exc[q n_Z] on the hydrogenic density n_Z:
#  H2+, large R: dE_F -> 2 D_1(1/2) + 1/(4R), dE_D small; localised (g+u) density: error -> D_1(1)
#  ZB > ZA = 1: dE_F -> D_B(1); moving q electrons to A with frozen shapes costs
#   W(q) = qG + D_A(q) + D_B(1-q) - D_B(1) + q(1-q)/R,  G = (ZB^2-ZA^2)/2 - (ZB-ZA)/R,
#   W'(0) = PBE level gap on the exact density, dE_D <~ min W
#  E + lam*Delta, small lam: E rises lam^2 S, Delta falls 2 lam S, S = sum |<i|v|0>|^2/(e_i-e_0)
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.special import eval_laguerre, eval_genlaguerre, roots_laguerre
from scipy.constants import physical_constants
from numpy.polynomial.legendre import leggauss, Legendre
from pyscf import gto, dft, ao2mo, scf
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
BASIS = ([[0, [0.025*2.6**k, 1.]] for k in range(11)]
         + [[1, [0.06*3.**k, 1.]] for k in range(4)] + [[2, [x, 1.]] for x in (0.4, 1.3)])

def radial_grid(n):
    x, w = leggauss(n); x = (x+1)/2; w = w/2
    return -5*np.log(1-x**3), w*15*x**2/(1-x**3)

def xc_up(code, rho):
    exc, v = libxc.eval_xc(code, (rho, np.zeros_like(rho)), spin=1, deriv=1)[:2]
    return exc, v[0][:, 0], v[1][:, 0]

RR, DR = radial_grid(120); WR = 4*np.pi*RR**2*DR
def atom_libxc(code, Z, q):
    n = q*Z**3/np.pi*np.exp(-2*Z*RR); m = n > 1e-13
    rho = np.zeros((4, m.sum())); rho[0] = n[m]; rho[3] = -2*Z*n[m]
    return np.sum(WR[m]*n[m]*xc_up(code, rho)[0])

def atom_exchange(Z, q):  # hand-coded PBE exchange, Ex[n,0] = Ex[2n]/2
    m = 2*q*Z**3/np.pi*np.exp(-2*Z*RR)
    s2 = (Z/(3*np.pi**2*m)**(1/3))**2
    kappa, mu = 0.804, 0.06672455060314922*np.pi**2/3
    return -0.375*(3/np.pi)**(1/3)*np.sum(WR*m**(4/3)*(1+kappa-kappa/(1+mu*s2/kappa)))

def D(Z, q):
    return 0. if q == 0 else 5*Z*q*q/16 + atom_exchange(Z, q) + atom_libxc(',PBE', Z, q)
def gap_G(Z, R): return (Z*Z-1)/2 - (Z-1)/R
def W(q, Z, R): return q*gap_G(Z, R) + D(1., q) + D(Z, 1-q) - D(Z, 1.) + q*(1-q)/R
def dD(Z): return (D(Z, 1+1e-4) - D(Z, 1-1e-4))/2e-4
def W_slope0(Z, R): return gap_G(Z, R) - dD(Z) + 1/R
def W_min(Z, R):  # lowest W for q in [0.02, 0.62]
    qs = np.linspace(0.02, 0.62, 21); k = int(np.argmin([W(q, Z, R) for q in qs]))
    r = minimize_scalar(W, args=(Z, R), method='bounded',
                        bounds=(qs[max(k-1, 0)], qs[min(k+1, 20)]))
    return r.fun, r.x

def spheroidal(R, ZA, ZB, nl=14, ne=28):  # two lowest sigma electronic levels
    a = 1.4*R; x, wx = roots_laguerre(nl+4); xi = 1 + x/a; eta, we = leggauss(ne+4)
    f = np.array([eval_laguerre(m, x) for m in range(nl)])
    dl = np.array([0*x] + [-eval_genlaguerre(m-1, 1, x) for m in range(1, nl)])
    df = a*(dl - f/2)
    g = np.array([np.sqrt(k+.5)*Legendre.basis(k)(eta) for k in range(ne)])
    dg = np.array([np.sqrt(k+.5)*Legendre.basis(k).deriv()(eta) for k in range(ne)])
    X = lambda p, b=f: (b*wx*p) @ b.T
    Y = lambda p, b=g: (b*we*p) @ b.T
    S = (R/2)**3*(np.kron(X(xi**2), Y(1.)) - np.kron(X(1.), Y(eta**2)))
    H = R/4*(np.kron(X(xi**2-1, df), Y(1.)) + np.kron(X(1.), Y(1-eta**2, dg)))
    H -= (R/2)**2*((ZA+ZB)*np.kron(X(xi), Y(1.)) + (ZB-ZA)*np.kron(X(1.), Y(eta)))
    return eigh(H, S, eigvals_only=True, subset_by_index=[0, 1])

class Geometry:  # sigma basis functions, axially symmetric Becke grid
    def __init__(s, R):
        s.R = R
        s.mol = mol = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]], unit='Bohr',
                            basis={'H': BASIS}, charge=1, spin=1, verbose=0)
        loc = mol.ao_loc_nr()
        idx = np.array([loc[b] + (2 if mol.bas_angular(b) else 0) for b in range(mol.nbas)])
        sub = np.ix_(idx, idx)
        s.T = mol.intor('int1e_kin')[sub]; s.V = []
        for z in (-R/2, R/2):
            with mol.with_rinv_origin((0, 0, z)):
                s.V.append(mol.intor('int1e_rinv')[sub])
        ev, U = np.linalg.eigh(mol.intor('int1e_ovlp')[sub]); k = ev > 1e-8
        s.X = U[:, k]/np.sqrt(ev[k])
        e4 = ao2mo.restore(4, mol.intor('int2e', aosym='s8'), mol.nao_nr())
        hi, lo = np.maximum.outer(idx, idx), np.minimum.outer(idx, idx)
        P = (hi*(hi+1)//2 + lo).ravel(); s.eri = e4[np.ix_(P, P)]
        r, dr = radial_grid(64); ct, wc = leggauss(32)
        x = np.outer(r, np.sqrt(1-ct**2)).ravel(); z = np.outer(r, ct).ravel()
        w = 2*np.pi*np.outer(r*r*dr, wc).ravel()
        mu = (np.hypot(x, z) - np.hypot(x, z-R))/R
        for _ in range(3): mu = 1.5*mu - 0.5*mu**3
        w = w*(1-mu)/2; k = (w > 1e-14) & (np.hypot(x, z) < 30)
        x, z, w = x[k], z[k], w[k]; s.nA = len(w); s.w = np.r_[w, w]
        pts = np.c_[np.r_[x, x], np.zeros(2*len(x)), np.r_[z-R/2, R/2-z]]
        s.sideA = pts[:, 2] < 0   # sharp half-space; Becke cells overlap algebraically
        s.ao = np.asarray(mol.eval_gto('GTOval_sph_deriv1', pts))[[0, 1, 3]][:, :, idx]

class Dimer:  # orbitals are vectors u in the eigenbasis of h
    def __init__(s, g, ZB):
        s.g, s.ZB, s.nuc = g, ZB, ZB/g.R
        s.e, c = np.linalg.eigh(g.X.T @ (g.T - g.V[0] - ZB*g.V[1]) @ g.X)
        s.C = g.X @ c; s.mo = g.ao @ s.C
        for i, sl in ((0, slice(g.nA, None)), (1, slice(0, g.nA))):
            if g.w[sl] @ s.mo[0][sl, i] < 0: s.C[:, i] *= -1; s.mo[:, :, i] *= -1
    def mix(s, q):
        u = np.zeros(len(s.e)); u[0], u[1] = np.sqrt(1-q), np.sqrt(q); return u
    def delta(s, u, a=0., probe=None):  # Delta and v*u, or <probe|v|probe>
        g = s.g; c = s.C @ u; J = (g.eri @ np.outer(c, c).ravel()).reshape(len(c), -1)
        p = s.mo @ u; m = p[0]**2 > 1e-13; pm = p[:, m]
        rho = np.zeros((4, m.sum())); rho[0] = pm[0]**2
        rho[1], rho[3] = 2*pm[0]*pm[1], 2*pm[0]*pm[2]
        exc, vr, vs = xc_up('PBE,PBE' if a == 0 else f'{1-a}*PBE,PBE', rho)
        A0, A1, A2 = np.zeros((3, len(m))); wm = g.w[m]
        A0[m], A1[m], A2[m] = wm*vr, 2*wm*vs*rho[1], 2*wm*vs*rho[3]
        if probe is not None:
            b = s.mo @ probe; cb = s.C @ probe
            return (1-a)*cb @ J @ cb + A0 @ b[0]**2 + 2*(A1*b[1] + A2*b[2]) @ b[0]
        vu = ((1-a)*s.C.T @ (J @ c) + (A0*p[0] + A1*p[1] + A2*p[2]) @ s.mo[0]
              + (A1*p[0]) @ s.mo[1] + (A2*p[0]) @ s.mo[2])
        return (1-a)*0.5*c @ J @ c + wm @ (rho[0]*exc), vu
    def rise(s, u): return u*u @ (s.e - s.e[0])
    def error(s, u): return s.rise(u) + s.delta(u)[0]   # Et[u] - exact energy
    def charge(s, u):
        k = s.g.sideA; return s.g.w[k] @ (s.mo[0][k] @ u)**2
    def relax(s, u0, a=0., lam=1.):
        sc = 1/np.sqrt(1 + s.e - s.e[0])
        def f(y):
            t = y*sc; nr = np.linalg.norm(t); u = t/nr; d, vu = s.delta(u, a)
            gr = 2*((s.e - s.e[0])*u + lam*vu)
            return s.rise(u) + lam*d, sc*(gr - u*(u @ gr))/nr
        r = minimize(f, u0/sc, jac=True, method='BFGS', options={'gtol': 1e-7})
        t = r.x*sc
        return r.fun, t/np.linalg.norm(t), np.abs(r.jac).max()
    def ground(s, a=0., starts=(0., 0.3)):
        runs = [s.relax(s.mix(q), a) for q in starts]; best = min(runs, key=lambda r: r[0])
        assert best[2] < 2e-5
        return best, runs
    def sos(s):
        t = s.delta(s.mix(0.))[1][1:]**2/(s.e[1:] - s.e[0]); return t.sum(), t[0]
    def check_reference(s):
        ref = spheroidal(s.g.R, 1., s.ZB)
        assert -1e-6 < s.e[0] - ref[0] < 3e-4 and abs(s.e[1] - ref[1]) < 3e-4
        assert abs(s.g.w @ s.mo[0][:, 0]**2 - 1) < 2e-5
        return ref
    def check_perturbation(s, lam=0.02):  # relative corrections are O(lam)
        S = s.sos()[0]; d0 = s.delta(s.mix(0.))[0]; f, u, _ = s.relax(s.mix(0.), lam=lam)
        r = ((f-lam*d0)/(-lam**2*S), s.rise(u)/(lam**2*S), (s.delta(u)[0]-d0)/(-2*lam*S))
        assert all(abs(x-1) < 0.08 for x in r)
        print(f"lam={lam} R={s.g.R:g} ZB={s.ZB:g}: S={1e3*S:.3f} mHa, ratios dE_D,E,Delta"
              f" = {r[0]:.3f} {r[1]:.3f} {r[2]:.3f}")

for Z, q in ((1., 1.), (1., .5), (1.2, .8)):
    assert abs(atom_exchange(Z, q) - atom_libxc('PBE,', Z, q)) < 1e-6
assert abs(atom_libxc('PBE,', 1.5, .3) - 1.5*atom_libxc('PBE,', 1., .3)) < 1e-6
print("basis 11s4p2d: s 0.025*2.6^k, p 0.06*3^k, d 0.4 1.3 (bohr^-2); PBE")
print(f"1 Ha = {EV:.4f} eV")
for Z, q in ((1., 1.), (1., .5), (1.2, 1.)):
    print(f"atom Z={Z:g} q={q:g}: U={312.5*Z*q*q:.3f} Ex={1e3*atom_exchange(Z, q):.3f} "
          f"Ec={1e3*atom_libxc(',PBE', Z, q):.3f} D={1e3*D(Z, q):.3f} mHa")

basis_err = 0.
for R in (2., 4., 8., 16.):
    geo = Geometry(R); h2 = Dimer(geo, 1.); ref = h2.check_reference()
    basis_err = max(basis_err, h2.e[0] - ref[0])
    (tot, u, _), runs = h2.ground(starts=(0., 0.3) if R == 16 else (0.,))
    F = h2.delta(h2.mix(0.))[0]; Dd = tot - F; loc = h2.error(h2.mix(.5))
    assert Dd < 0 and abs(h2.charge(u) - .5) < 1e-3
    print(f"H2+ R={R:g} bohr: E_ref={h2.e[0]+h2.nuc:.6f} E_PBE={h2.e[0]+h2.nuc+tot:.6f} Ha,"
          f" g-u split={1e3*(ref[1]-ref[0]):.4g} mHa")
    print(f"  dE={1e3*tot:.3f} dE_F={1e3*F:.3f} dE_D={1e3*Dd:.3f} error on localised n="
          f"{1e3*loc:.3f} mHa")
    if R == 2:
        mf = dft.UKS(geo.mol); mf.xc = 'PBE,PBE'; mf.chkfile = None; mf.init_guess = '1e'
        eks = mf.kernel()
        assert mf.converged and abs(eks - (h2.e[0] + h2.nuc + tot)) < 5e-5
        print(f"  pyscf UKS check: {eks:.6f} Ha")
    if R == 8: assert abs((h2.e[1]-h2.e[0])/(ref[1]-ref[0]) - 1) < 0.03
    if R >= 8: assert abs(Dd) < 0.15*abs(F)
    if R in (2, 16): h2.check_perturbation()
F_formula = 2*D(1., .5) + 1/(4*R); tot_h2 = tot
assert abs(F - F_formula) < 5e-4 and abs(loc - D(1., 1.)) < 2e-4
print(f"  R=16: 1/(4R)={250/R:.3f}, 2D(1/2)+1/(4R)={1e3*F_formula:.3f} mHa")
print(f"  R=16 main: dE_F={F*EV:.3f} eV, dE_D={Dd*EV:.3f} eV, localised={loc*EV:.3f} eV")

print(f"model dimer ZA=1, R={R:g} bohr; q = electrons on A's side of the midplane")
for Z in (1.01, 1.1, 1.2, 1.25, 1.5):
    d = Dimer(geo, Z); ref = d.check_reference(); basis_err = max(basis_err, d.e[0] - ref[0])
    e0, e1 = d.mix(0.), d.mix(1.)
    (tot, u, _), runs = d.ground(); F, v0 = d.delta(e0); Dd = tot - F; q = d.charge(u)
    wm, qm = W_min(Z, R)
    if wm > 0: wm, qm = 0., 0.
    gap = d.e[1] + d.delta(e0, probe=e1) - d.e[0] - v0[0]
    tail = np.exp(-Z*R)*(1 + Z*R/2)/2   # unperturbed hydrogenic density beyond the midplane
    assert d.charge(e0) < 1e-5
    assert Dd < 0
    assert abs(F - D(Z, 1.)) < 2e-4
    assert abs(d.error(d.mix(.3)) - F - W(.3, Z, R)) < 4e-4
    # the residual tail density on A enters v as n^(1/3), hence the mHa tolerance
    assert abs(gap - W_slope0(Z, R)) < 4e-3
    assert -4e-4 < wm - Dd < 8e-3 and abs(q - qm) < 0.05
    print(f"ZB={Z:g}: E_ref={d.e[0]+d.nuc:.6f} Ha, q_ref={d.charge(e0):.1e}"
          f" (bare tail {tail:.1e}) q_PBE={q:.3f} q_W={qm:.3f}")
    print(f"  dE={1e3*tot:.3f} dE_F={1e3*F:.3f} D_B(1)={1e3*D(Z, 1.):.3f} dE_D={1e3*Dd:.3f}"
          f" minW={1e3*wm:.3f} mHa")
    print(f"  G={1e3*gap_G(Z, R):.2f} D_B'(1)={1e3*dD(Z):.2f} W'(0)={1e3*W_slope0(Z, R):.2f}"
          f" PBE gap={1e3*gap:.2f} mHa")
    if Z < 1.3: assert abs(Dd) > 3*abs(F) and q > 0.05
    if Z == 1.01:
        assert abs(tot - tot_h2 - gap_G(Z, R)/2) < 2e-3 and Dd/tot > 0.9
        print(f"  dE - dE(H2+)={1e3*(tot-tot_h2):.3f}, G/2={500*gap_G(Z, R):.3f} mHa")
    if Z == 1.25:
        assert gap > 0 and d.charge(runs[0][1]) < 1e-3 and runs[0][0] - tot > 2e-3
        print(f"  metastable localised state lies {1e3*(runs[0][0]-tot):.3f} mHa higher")
    if Z == 1.5: assert q < 1e-3 and abs(Dd) < 2e-3
    if Z == 1.2:
        S, S1 = d.sos(); assert abs(Dd) > 5*S and S1 < 0.01*S
        d.check_perturbation()
        print(f"  W(0.3)={1e3*W(.3, Z, R):.3f}, direct={1e3*(d.error(d.mix(.3))-F):.3f},"
              f" A-state term of S={1e3*S1:.1e} mHa")
        for a in (0.25, 0.5):
            ua = d.ground(a)[0][1]; qa = d.charge(ua); res = d.error(ua) - F
            assert Dd - 1e-7 < res < 0 and abs(res - W(qa, Z, R)) < 4e-3
            if a == 0.5: assert qa < 1e-3 and abs(res) < 1.5e-3
            print(f"  PBE on a={a} density: q={qa:.3f} error={1e3*(F+res):.3f} residual="
                  f"{1e3*res:.3f} W(q)={1e3*W(qa, Z, R):.3f} mHa")
        print(f"  main: self-consistent error={tot*EV:.3f} eV, on HF density={F*EV:.3f} eV,"
              f" dE_D={Dd*EV:.3f} eV")
Z1 = brentq(W_slope0, 1.05, 1.4, args=(R,), xtol=1e-5)
Z2 = brentq(lambda z: W_min(z, R)[0], 1.2, 1.5, xtol=1e-4)
assert Z1 < 1.25 < Z2 < 1.5
print(f"frozen-shape thresholds: Z1 (W'(0)=0)={Z1:.3f}, Z2 (min W=0)={Z2:.3f},"
      f" q at Z2={W_min(Z2, R)[1]:.3f}")
print(f"largest basis error of E_ref vs spheroidal solution: {1e3*basis_err:.3f} mHa")
print("checks complete")
```

Running it gives:

```
basis 11s4p2d: s 0.025*2.6^k, p 0.06*3^k, d 0.4 1.3 (bohr^-2); PBE
1 Ha = 27.2114 eV
atom Z=1 q=1: U=312.500 Ex=-305.941 Ec=-5.976 D=0.583 mHa
atom Z=1 q=0.5: U=78.125 Ex=-126.998 Ec=-1.908 D=-50.781 mHa
atom Z=1.2 q=1: U=375.000 Ex=-367.129 Ec=-6.072 D=1.800 mHa
H2+ R=2 bohr: E_ref=-0.602599 E_PBE=-0.609293 Ha, g-u split=435.1 mHa
  dE=-6.694 dE_F=-5.566 dE_D=-1.129 error on localised n=216.999 mHa
  pyscf UKS check: -0.609293 Ha
lam=0.02 R=2 ZB=1: S=1.024 mHa, ratios dE_D,E,Delta = 1.002 1.004 1.003
H2+ R=4 bohr: E_ref=-0.546033 E_PBE=-0.580040 Ha, g-u split=100.5 mHa
  dE=-34.007 dE_F=-29.151 dE_D=-4.856 error on localised n=51.300 mHa
H2+ R=8 bohr: E_ref=-0.502504 E_PBE=-0.576297 Ha, g-u split=3.964 mHa
  dE=-73.793 dE_F=-68.260 dE_D=-5.534 error on localised n=2.439 mHa
H2+ R=16 bohr: E_ref=-0.500031 E_PBE=-0.590823 Ha, g-u split=0.002698 mHa
  dE=-90.792 dE_F=-85.890 dE_D=-4.902 error on localised n=0.578 mHa
lam=0.02 R=16 ZB=1: S=4.911 mHa, ratios dE_D,E,Delta = 1.000 1.000 1.000
  R=16: 1/(4R)=15.625, 2D(1/2)+1/(4R)=-85.937 mHa
  R=16 main: dE_F=-2.337 eV, dE_D=-0.133 eV, localised=0.016 eV
model dimer ZA=1, R=16 bohr; q = electrons on A's side of the midplane
ZB=1.01: E_ref=-0.509453 Ha, q_ref=4.7e-07 (bare tail 4.4e-07) q_PBE=0.488 q_W=0.487
  dE=-86.627 dE_F=0.636 D_B(1)=0.643 dE_D=-87.263 minW=-82.418 mHa
  G=9.43 D_B'(1)=227.92 W'(0)=-155.99 PBE gap=-157.37 mHa
  dE - dE(H2+)=4.165, G/2=4.713 mHa
ZB=1.1: E_ref=-0.598766 Ha, q_ref=1.4e-07 (bare tail 1.1e-07) q_PBE=0.383 q_W=0.375
  dE=-52.139 dE_F=1.180 D_B(1)=1.187 dE_D=-53.319 minW=-48.852 mHa
  G=98.75 D_B'(1)=248.98 W'(0)=-87.73 PBE gap=-87.74 mHa
ZB=1.2: E_ref=-0.707506 Ha, q_ref=5.1e-08 (bare tail 2.4e-08) q_PBE=0.262 q_W=0.248
  dE=-21.401 dE_F=1.793 D_B(1)=1.800 dE_D=-23.193 minW=-19.844 mHa
  G=207.50 D_B'(1)=272.41 W'(0)=-2.41 PBE gap=-2.30 mHa
lam=0.02 R=16 ZB=1.2: S=0.540 mHa, ratios dE_D,E,Delta = 1.002 1.004 1.003
  W(0.3)=-18.772, direct=-18.745, A-state term of S=3.3e-09 mHa
  PBE on a=0.25 density: q=0.167 error=-17.648 residual=-19.441 W(q)=-17.336 mHa
  PBE on a=0.5 density: q=0.000 error=1.427 residual=-0.366 W(q)=-0.000 mHa
  main: self-consistent error=-0.582 eV, on HF density=0.049 eV, dE_D=-0.631 eV
ZB=1.25: E_ref=-0.765626 Ha, q_ref=3.8e-08 (bare tail 1.1e-08) q_PBE=0.198 q_W=0.181
  dE=-9.730 dE_F=2.103 D_B(1)=2.109 dE_D=-11.833 minW=-9.283 mHa
  G=265.62 D_B'(1)=284.12 W'(0)=44.00 PBE gap=44.09 mHa
  metastable localised state lies 11.232 mHa higher
ZB=1.5: E_ref=-1.093728 Ha, q_ref=2.2e-08 (bare tail 2.5e-10) q_PBE=0.000 q_W=0.000
  dE=3.052 dE_F=3.678 D_B(1)=3.679 dE_D=-0.626 minW=0.000 mHa
  G=593.75 D_B'(1)=342.75 W'(0)=313.50 PBE gap=313.46 mHa
frozen-shape thresholds: Z1 (W'(0)=0)=1.203, Z2 (min W=0)=1.321, q at Z2=0.067
largest basis error of E_ref vs spheroidal solution: 0.066 mHa
checks complete
```
